# Gibbs-Thomson cobalt solubility at a small CoSi2 precipitate in silicon: test program

```python
"""
Result under test: the Gibbs-Thomson solubility of cobalt at a spherical CoSi2
precipitate in silicon,
    c(r) / c_flat = exp( 2 gamma Omega / (r k T) ).
gamma : interface free energy (J/m2)     r : precipitate radius (m)
Omega : CoSi2 volume per cobalt atom, one formula unit (m3)
c_flat: cobalt solubility against a flat, strain-free CoSi2 interface
k, T  : Boltzmann constant and absolute temperature
Material inputs are rough typical values, not precise data.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import ConvexHull

nm = 1e-9
radius = 5 * nm
temperature = 1273.0
gamma = 0.5
lattice = 0.54 * nm            # rough CoSi2 lattice parameter
c_flat = 6e14                  # rough flat-interface solubility, cm^-3
site_density = 5e22            # rough interstitial site density, cm^-3
kT = k_B * temperature
omega = lattice**3 / 4


def enhancement(r, g=gamma, volume=omega):
    return np.exp(2 * g * volume / (r * kT))


work = 2 * gamma * omega / radius
exponent = work / kT
length = exponent * radius
ratio = enhancement(radius)
sphere_volume = 4 * np.pi * radius**3 / 3
units = sphere_volume / omega

# Atom count in spheres cut from the fluorite lattice, averaged over centres.
cells = np.array(list(itertools.product(range(-11, 12), repeat=3)), float)
co_basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
si_basis = np.array(list(itertools.product([.25, .75], repeat=3)))
co_sites = (cells[:, None, :] + co_basis).reshape(-1, 3)
si_sites = (cells[:, None, :] + si_basis).reshape(-1, 3)
rng = np.random.default_rng(4)
co_counts, si_counts = [], []
for centre in rng.random((20, 3)):
    limit = (radius / lattice)**2
    co_counts.append(np.sum(np.sum((co_sites - centre)**2, axis=1) < limit))
    si_counts.append(np.sum(np.sum((si_sites - centre)**2, axis=1) < limit))
co_mean, si_mean = np.mean(co_counts), np.mean(si_counts)
assert abs(sphere_volume / co_mean / omega - 1) < 0.01
assert abs(si_mean / co_mean - 2) < 0.02

# Lattice-gas equilibrium: moving one Co atom out must cost no free energy.
mp.mp.dps = 40
sites = mp.mpf(10)**12
solution_energy = -np.log(c_flat / site_density)      # in units of kT


def log_ways(n):
    return (mp.loggamma(sites + 1) - mp.loggamma(n + 1)
            - mp.loggamma(sites - n + 1))


def sphere_area(number):
    r = (3 * number * omega / (4 * np.pi))**(1 / 3)
    return 4 * np.pi * r**2


area_released = sphere_area(units) - sphere_area(units - 1)


def dissolved_at_equilibrium(area_gain):
    def cost(n):
        n = mp.mpf(n)
        entropy = log_ways(n + 1) - log_ways(n)
        return float(solution_energy - gamma * area_gain / kT - entropy)
    return brentq(cost, 1e2, 1e6)


n_flat = dissolved_at_equilibrium(0.0)
n_sphere = dissolved_at_equilibrium(area_released)
ratio_gas = n_sphere / n_flat
# Finite atom numbers leave differences of order 1/n_flat, about 1e-4.
assert abs(ratio_gas / ratio - 1) < 1e-3


# At fixed matrix concentration the free energy is a maximum at this radius.
def growth_energy(r_nm):
    r = r_nm * nm
    bulk = 4 * np.pi * r**3 / (3 * omega) * np.log(ratio_gas)
    return 4 * np.pi * r**2 * gamma / kT - bulk


top = minimize_scalar(lambda x: -growth_energy(x), bounds=(1, 20),
                      method="bounded", options={"xatol": 1e-7})
assert abs(top.x * nm / radius - 1) < 1e-3
assert growth_energy(4.5) < growth_energy(top.x) > growth_energy(5.5)

# Steady diffusion: constant total flux through shells in series.
shells = np.geomspace(radius, 1e4 * radius, 8001)
middle = (shells[1:] + shells[:-1]) / 2
resistance = np.concatenate([[0], np.cumsum(np.diff(shells) / middle**2)])
excess = 1 - resistance / resistance[-1]
for multiple in (2, 4, 10):
    found = np.interp(multiple * radius, shells, excess)
    assert abs(found - 1 / multiple) < 1e-3
half_excess = np.interp(2 * radius, shells, excess)
ratio_at_2r = 1 + (ratio - 1) * half_excess

# Faceting: octahedron of the same volume, area derivative from its hull.
corners = np.vstack([np.eye(3), -np.eye(3)])
unit_hull = ConvexHull(corners)
size = (sphere_volume / nm**3 / unit_hull.volume)**(1 / 3)
big, small = ConvexHull(corners * size * 1.001), ConvexHull(corners * size * .999)
area_per_volume = (big.area - small.area) / (big.volume - small.volume) / nm
exponent_oct = gamma * omega * area_per_volume / kT
facet_distance = size * nm / np.sqrt(3)
assert abs(exponent_oct / (exponent * radius / facet_distance) - 1) < 1e-5

# Coherency strain: minimize the elastic energy of a misfitting sphere.
shear, bulk_modulus, misfit = 65e9, 170e9, 0.012      # rough values
outside = quad(lambda x: shear * ((-2 / x**3)**2 + 2 / x**6) * 3 * x**2,
               1, np.inf)[0]
elastic = minimize_scalar(
    lambda s: misfit**2 * (4.5 * bulk_modulus * (s - 1)**2 + outside * s**2)
    / 1e7, bounds=(0, 1), method="bounded").fun * 1e7
strain_density = 6 * shear * misfit**2 / (1 + 4 * shear / (3 * bulk_modulus))
assert abs(elastic / strain_density - 1) < 1e-6
strain_factor = np.exp(strain_density * omega / kT)

# Curvature-dependent interface energy, assumed length 0.2 nm.
delta = 0.2 * nm


def curved_energy(r):
    return 4 * np.pi * r**2 * gamma * (1 - 2 * delta / r)


step = 1e-4 * radius
slope = (curved_energy(radius + step) - curved_energy(radius - step)) / (
    4 * np.pi / 3 * ((radius + step)**3 - (radius - step)**3))
exponent_curved = slope * omega / kT
assert abs(exponent_curved / (exponent * (1 - delta / radius)) - 1) < 1e-6

# Fermi-level shift if every dissolved Co atom were a singly charged donor.
n_i = 1e19                     # rough intrinsic carrier density, cm^-3
fermi_shift = brentq(lambda x: n_i * (np.exp(x) - np.exp(-x)) / c_flat
                     - ratio, 0, 1, xtol=1e-14)
assert fermi_shift < 1e-3
lattice_effect = 2 * gamma * (1.01 * lattice)**3 / 4 / (radius * kT) / exponent - 1

print(f"radius: {radius/nm:.1f} nm; temperature: {temperature:.0f} K")
print(f"interface energy: {gamma:.2f} J/m2")
print(f"rough CoSi2 lattice parameter: {lattice/nm:.2f} nm")
print(f"volume per Co atom Omega: {omega/nm**3:.5f} nm3")
print(f"formula units in precipitate, V/Omega: {units:.0f}")
print(f"mean lattice count: {co_mean:.0f} Co atoms, {si_mean:.0f} Si atoms")
print(f"thermal energy kT: {kT/q_e*1e3:.1f} meV")
print(f"capillary work per Co atom: {work/q_e*1e3:.1f} meV")
print(f"exponent: {exponent:.4f} (dimensionless)")
print(f"capillary length L: {length/nm:.3f} nm")
print(f"ENHANCEMENT c(r)/c_flat: {ratio:.3f} (ratio)")
print(f"increase over flat solubility: {100*(ratio-1):.1f} %")
print(f"enhancement from lattice-gas equilibrium: {ratio_gas:.4f} (ratio)")
print(f"same, closed formula to four decimals: {ratio:.4f} (ratio)")
print(f"rough flat solubility: {c_flat:.1e} cm^-3")
print(f"solubility at precipitate: {c_flat*ratio:.1e} cm^-3")
print(f"linear form 1 + L/r: {1+exponent:.3f} (ratio)")
print(f"wrong result with Omega/3: {enhancement(radius, volume=omega/3):.3f} (ratio)")
print(f"radius of free-energy maximum: {top.x:.3f} nm")
print(f"enhancement at 2r = {2*radius/nm:.0f} nm from centre: {ratio_at_2r:.3f} (ratio)")
for r_nm in (2, 10, 20, 50):
    print(f"enhancement for radius {r_nm} nm: {enhancement(r_nm*nm):.3f} (ratio)")
print(f"radius for 10 % enhancement: {length/np.log(1.1)/nm:.1f} nm")
for g in (0.3, 1.0):
    print(f"enhancement for gamma {g:.1f} J/m2: {enhancement(radius, g):.3f} (ratio)")
print(f"octahedron facet distance: {facet_distance/nm:.2f} nm")
print(f"octahedron exponent: {exponent_oct:.3f} (dimensionless)")
print(f"octahedron enhancement: {np.exp(exponent_oct):.3f} (ratio)")
print(f"rough shear modulus of Si: {shear/1e9:.0f} GPa")
print(f"rough bulk modulus of CoSi2: {bulk_modulus/1e9:.0f} GPa")
print(f"rough misfit, upper estimate: {100*misfit:.1f} %")
print(f"coherency energy density: {strain_density/1e6:.1f} MJ/m3")
print(f"coherency factor on solubility: {strain_factor:.3f} (ratio)")
print(f"enhancement with coherency strain: {ratio*strain_factor:.2f} (ratio)")
print(f"assumed curvature length d: {delta/nm:.1f} nm")
print(f"enhancement with d > 0: {np.exp(exponent_curved):.3f} (ratio)")
print(f"enhancement with d < 0: {np.exp(2*exponent-exponent_curved):.3f} (ratio)")
print(f"exponent change for 1 % larger lattice: {100*lattice_effect:.1f} %")
print(f"rough intrinsic carrier density: {n_i:.0e} cm^-3")
print(f"Fermi-level shift from charged Co: {fermi_shift:.1e} kT")
print("done: every assertion held")
```

Printed output:

```
radius: 5.0 nm; temperature: 1273 K
interface energy: 0.50 J/m2
rough CoSi2 lattice parameter: 0.54 nm
volume per Co atom Omega: 0.03937 nm3
formula units in precipitate, V/Omega: 13301
mean lattice count: 13308 Co atoms, 26595 Si atoms
thermal energy kT: 109.7 meV
capillary work per Co atom: 49.1 meV
exponent: 0.4480 (dimensionless)
capillary length L: 2.240 nm
ENHANCEMENT c(r)/c_flat: 1.565 (ratio)
increase over flat solubility: 56.5 %
enhancement from lattice-gas equilibrium: 1.5652 (ratio)
same, closed formula to four decimals: 1.5651 (ratio)
rough flat solubility: 6.0e+14 cm^-3
solubility at precipitate: 9.4e+14 cm^-3
linear form 1 + L/r: 1.448 (ratio)
wrong result with Omega/3: 1.161 (ratio)
radius of free-energy maximum: 5.000 nm
enhancement at 2r = 10 nm from centre: 1.283 (ratio)
enhancement for radius 2 nm: 3.065 (ratio)
enhancement for radius 10 nm: 1.251 (ratio)
enhancement for radius 20 nm: 1.119 (ratio)
enhancement for radius 50 nm: 1.046 (ratio)
radius for 10 % enhancement: 23.5 nm
enhancement for gamma 0.3 J/m2: 1.308 (ratio)
enhancement for gamma 1.0 J/m2: 2.450 (ratio)
octahedron facet distance: 4.23 nm
octahedron exponent: 0.530 (dimensionless)
octahedron enhancement: 1.699 (ratio)
rough shear modulus of Si: 65 GPa
rough bulk modulus of CoSi2: 170 GPa
rough misfit, upper estimate: 1.2 %
coherency energy density: 37.2 MJ/m3
coherency factor on solubility: 1.087 (ratio)
enhancement with coherency strain: 1.70 (ratio)
assumed curvature length d: 0.2 nm
enhancement with d > 0: 1.537 (ratio)
enhancement with d < 0: 1.593 (ratio)
exponent change for 1 % larger lattice: 3.0 %
rough intrinsic carrier density: 1e+19 cm^-3
Fermi-level shift from charged Co: 4.7e-05 kT
done: every assertion held
```
